**Energy slope of the logarithmic derivative in a sphere**

For a regular partial wave $\phi(r,E)$ normalized in a sphere of radius $s$, the program tests $dD/dE=-1/(s\phi(s)^2)$ in Rydberg units, where $D=s\phi'(s)/\phi(s)$. It asserts agreement with closed-form derivatives for a free s wave and with five-point differences for a screened Coulomb model at $l=0,1,2$. The largest relative difference in the model slopes is $6.4\times10^{-7}$. It also asserts the integral equation for the wave at the sphere boundary and the identity for the change of $D$ between two finite energies. Hard-wall levels from an independent diagonalization locate the poles for $l=2$ at 0.76704 and 4.52006 Ry. At these poles the program asserts the direction of the jump and the slope of $1/D$. In a scan of 120 intervals from −2 to 10 Ry, $D$ falls in 118 and jumps up in the two that contain a pole.

## Program and output

```python
"""
Result under test: for a regular partial wave phi(r,E) normalized in a sphere,
    integral_0^s phi^2 r^2 dr = 1,   D(E) = s phi'(s)/phi(s),
the slope is dD/dE = -1/(s phi(s)^2), so D falls on every branch between poles.
Rydberg atomic units: -u'' + [l(l+1)/r^2 + v(r)] u = E u, with u = r phi.
s: sphere radius (bohr), l: angular momentum, E: energy (Ry).
Model potential: v(r) = -(2Z/r) exp(-r/a).
The unnormalized wave is written u = r^(l+1) f(r) with f(0) = 1.
"""
import math
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from scipy.special import eval_jacobi

Z, a, s = 10.0, 1.0, 3.0
x_gauss, w_gauss = np.polynomial.legendre.leggauss(60)
nodes = 0.5 * s * (x_gauss + 1)
weights = 0.5 * s * w_gauss
sample_points = np.append(nodes, s)


def potential(r):
    return -2 * Z * np.exp(-r / a) / r


class PartialWave:
    """Regular solution, integrated outward from a power series at the origin."""

    def __init__(self, E, l):
        r0 = 1e-5
        c1 = -Z / (l + 1)
        c2 = (2 * Z / a - E - 2 * Z * c1) / (4 * l + 6)
        start = [1 + c1 * r0 + c2 * r0**2, c1 + 2 * c2 * r0]

        def rhs(r, y):
            v = -2 * Z * math.exp(-r / a) / r
            return (y[1], (v - E) * y[0] - 2 * (l + 1) / r * y[1])

        sol = solve_ivp(rhs, (r0, s), start, method="DOP853",
                        t_eval=sample_points, rtol=1e-11, atol=1e-14)
        assert sol.success
        self.f = sol.y[0, :-1]
        f_s, df_s = sol.y[:, -1]
        self.f_s = f_s
        self.u = nodes**(l + 1) * self.f
        self.u_s = s**(l + 1) * f_s
        norm = math.sqrt(np.sum(weights * self.u**2))
        self.phi_s = s**l * f_s / norm
        self.dphi_s = (l * s**(l - 1) * f_s + s**l * df_s) / norm
        self.D = s * self.dphi_s / self.phi_s


def hard_wall_levels(l, size=40):
    """Levels with u(s) = 0, from diagonalization in a polynomial basis."""
    x, w = np.polynomial.legendre.leggauss(140)
    r, w = 0.5 * s * (x + 1), 0.5 * s * w
    envelope = r**(l + 1) * (s - r)
    d_envelope = (l + 1) * r**l * (s - r) - r**(l + 1)
    al, be = 2, 2 * l + 2
    basis, d_basis = [], []
    for n in range(size):
        p = eval_jacobi(n, al, be, x)
        dp = np.zeros_like(x)
        if n > 0:
            dp = (n + al + be + 1) / s * eval_jacobi(n - 1, al + 1, be + 1, x)
        b = envelope * p
        db = d_envelope * p + envelope * dp
        scale = math.sqrt(np.sum(w * b * b))
        basis.append(b / scale)
        d_basis.append(db / scale)
    B, dB = np.array(basis), np.array(d_basis)
    H = (dB * w) @ dB.T + (B * (w * (l * (l + 1) / r**2 + potential(r)))) @ B.T
    S = (B * w) @ B.T
    return eigh(H, S, eigvals_only=True)


def numerical_slope(E, l, levels):
    """Five-point difference of D; the step shrinks near a pole."""
    h = 0.02 * min(1.0, np.min(np.abs(levels - E)))
    D = [PartialWave(E + j * h, l).D for j in (-2, -1, 1, 2)]
    return (D[0] - 8 * D[1] + 8 * D[2] - D[3]) / (12 * h)


# Free s wave: both sides in closed form
k, S_sym, r_sym = sp.symbols("k s r", positive=True)
D_free = k * S_sym * sp.cos(k * S_sym) / sp.sin(k * S_sym) - 1
slope_free = sp.diff(D_free, k) / (2 * k)
norm_free = sp.integrate(sp.sin(k * r_sym)**2, (r_sym, 0, S_sym))
formula_free = -S_sym * norm_free / sp.sin(k * S_sym)**2
for k_val in (0.5, 1.3, 2.7):
    point = {k: k_val, S_sym: s}
    assert abs(float(slope_free.subs(point)) - float(formula_free.subs(point))) \
        < 1e-10 * abs(float(slope_free.subs(point)))
point = {k: 0.5, S_sym: s}
print(f"Free s wave, s = {s:.1f} bohr, E = 0.25 Ry (k = 0.5 per bohr):")
print(f"  D = {float(D_free.subs(point)):.5f}")
print(f"  integral of sin^2(kr) = {float(norm_free.subs(point)):.5f} bohr")
print(f"  dD/dE by differentiation = {float(slope_free.subs(point)):.5f} per Ry")
print(f"  dD/dE from the formula   = {float(formula_free.subs(point)):.5f} per Ry")

# Slope formula against finite differences, for three angular momenta
print(f"Model: Z = {Z:.0f}, a = {a:.1f} bohr, s = {s:.1f} bohr, l = 2")
print("E (Ry) | D | phi(s) (bohr^-3/2) | -1/(s phi^2) | difference slope (1/Ry)")
energies = (-1.0, 0.0, 1.0, 3.0, 5.0, 8.0)
levels_of = {l: hard_wall_levels(l) for l in (0, 1, 2)}
worst = 0.0
for l in (0, 1, 2):
    for E in energies:
        wave = PartialWave(E, l)
        formula = -1 / (s * wave.phi_s**2)
        numeric = numerical_slope(E, l, levels_of[l])
        error = abs(numeric / formula - 1)
        worst = max(worst, error)
        assert error < 1e-5, (l, E, formula, numeric)
        if l == 2:
            print(f"  {E:5.1f} | {wave.D:10.5f} | {wave.phi_s:9.6f} | "
                  f"{formula:11.5f} | {numeric:11.5f}")
print(f"Largest relative slope error, l = 0, 1, 2: {worst:.1e}")

# Integral equation for f, evaluated at the sphere
for l in (0, 1, 2):
    wave = PartialWave(1.0, l)
    kernel = nodes * (1 - (nodes / s)**(2 * l + 1)) / (2 * l + 1)
    f_integral = 1 + np.sum(weights * kernel * (potential(nodes) - 1.0) * wave.f)
    assert abs(f_integral - wave.f_s) < 1e-7, (l, f_integral, wave.f_s)

# Finite-energy identity and the linear estimate
l, E1, E2 = 2, 0.0, 0.1
w1, w2 = PartialWave(E1, l), PartialWave(E2, l)
change = w2.D - w1.D
overlap = np.sum(weights * w1.u * w2.u)
identity = -(E2 - E1) * s * overlap / (w1.u_s * w2.u_s)
assert abs(identity / change - 1) < 1e-6
slope = -1 / (s * w1.phi_s**2)
rydberg_eV = physical_constants["Rydberg constant times hc in eV"][0]
print(f"Change of D from E = {E1:.1f} to {E2:.1f} Ry, l = 2:")
print(f"  true change          = {change:.6f}")
print(f"  finite-energy formula = {identity:.6f}")
print(f"  slope times 0.1 Ry   = {slope * (E2 - E1):.6f}")
print(f"Slope at E = 0: {slope:.5f} per Ry = {2 * slope:.5f} per hartree"
      f" = {slope / rydberg_eV:.5f} per eV")

# Poles: position from diagonalization, direction and rate from the waves
grid = np.linspace(-2, 10, 121)
levels = levels_of[2]
poles = levels[(levels > grid[0]) & (levels < grid[-1])]
assert len(poles) >= 1
print("Poles of D for l = 2 (hard-wall levels), with d(1/D)/dE there:")
step = 2e-4
for E0 in poles:
    below, above = PartialWave(E0 - step, 2), PartialWave(E0 + step, 2)
    assert below.D < 0 < above.D
    rate = (1 / above.D - 1 / below.D) / (2 * step)
    rate_formula = 1 / (s**3 * PartialWave(E0, 2).dphi_s**2)
    assert abs(rate / rate_formula - 1) < 1e-4
    print(f"  E = {E0:.5f} Ry: difference {rate:.6f}, "
          f"1/(s^3 phi'^2) = {rate_formula:.6f} per Ry")
    print(f"    D at {step:.0e} Ry below: {below.D:.1f}, above: {above.D:.1f}")

# Scan: D falls in every interval except those that contain a pole
D_scan = np.array([PartialWave(E, 2).D for E in grid])
rises = np.diff(D_scan) > 0
contains_pole = np.histogram(poles, bins=grid)[0] > 0
assert np.array_equal(rises, contains_pole)
print(f"Scan from {grid[0]:.0f} to {grid[-1]:.0f} Ry in {len(rises)} intervals: "
      f"D falls in {np.sum(~rises)}, jumps up in {np.sum(rises)}")

print("success")
```

Output:

```
Free s wave, s = 3.0 bohr, E = 0.25 Ry (k = 0.5 per bohr):
  D = -0.89363
  integral of sin^2(kr) = 1.42944 bohr
  dD/dE by differentiation = -4.30989 per Ry
  dD/dE from the formula   = -4.30989 per Ry
Model: Z = 10, a = 1.0 bohr, s = 3.0 bohr, l = 2
E (Ry) | D | phi(s) (bohr^-3/2) | -1/(s phi^2) | difference slope (1/Ry)
   -1.0 |    2.35693 |  0.483881 |    -1.42364 |    -1.42364
    0.0 |    0.23222 |  0.302986 |    -3.63107 |    -3.63107
    1.0 |    6.98932 | -0.108700 |   -28.21119 |   -28.21117
    3.0 |   -3.94813 | -0.245891 |    -5.51305 |    -5.51305
    5.0 |   20.62027 |  0.086736 |   -44.30790 |   -44.30788
    8.0 |   -3.63348 |  0.270940 |    -4.54080 |    -4.54080
Largest relative slope error, l = 0, 1, 2: 6.4e-07
Change of D from E = 0.0 to 0.1 Ry, l = 2:
  true change          = -0.401362
  finite-energy formula = -0.401362
  slope times 0.1 Ry   = -0.363107
Slope at E = 0: -3.63107 per Ry = -7.26215 per hartree = -0.26688 per eV
Poles of D for l = 2 (hard-wall levels), with d(1/D)/dE there:
  E = 0.76704 Ry: difference 0.691114, 1/(s^3 phi'^2) = 0.691114 per Ry
    D at 2e-04 Ry below: -7233.6, above: 7235.8
  E = 4.52006 Ry: difference 0.101184, 1/(s^3 phi'^2) = 0.101184 per Ry
    D at 2e-04 Ry below: -49414.5, above: 49415.8
Scan from -2 to 10 Ry in 120 intervals: D falls in 118, jumps up in 2
success
```
